# Counting the lowest states of an acceptor-bound exciton in silicon

## Problem

A neutral shallow acceptor in silicon carries one bound hole. It captures an exciton, so the complex contains two holes and one electron. Both holes occupy the acceptor's lowest orbital shell, a quartet with $J=3/2$. The electron occupies one lowest envelope state, in any of the six conduction-band valleys and with either spin. Phonons and excited orbitals are left out.

(a) How many independent states does this lowest manifold contain?

(b) The acceptor sits on a lattice site with symmetry group $T_d$. Into how many levels, and of what degeneracy, does the manifold split when every interaction allowed by $T_d$ acts?

(c) Let the hole pair have a splitting $D=E(J{=}2)-E(J{=}0)$. Let the valley-orbit coupling have matrix elements $-\delta$ between adjacent valleys and $-\delta'$ between opposite ones. Find the effective number of thermally available states,
$$g(T)=\sum_i e^{-(E_i-E_{\min})/kT},$$
and evaluate it at 4.2 K for $|D|=1.00$ meV, with both signs of $D$, $\delta=0.05$ meV and $\delta'=0.04$ meV.

## Hints

1. List the pairs of distinct single-hole states by their total projection $M$. The list shows which values of $J$ occur.
2. The electron is distinguishable from the holes, so antisymmetry acts within the hole pair alone.
3. For (b), find the character of the whole manifold. The character of an antisymmetric pair is $[\chi(g)^2-\chi(g^2)]/2$.
4. For (c), the energy is a hole part plus an electron part, so the sum factorizes.

## Solution

### (a) The count

**One hole.** The top of the valence band has three p-like orbital functions and two spin states, six in all. Spin-orbit coupling splits them into a quartet, $J=3/2$, and a split-off doublet, $J=1/2$, roughly 44 meV away in silicon. Acceptor binding energies are several tens of meV, so the bound hole may contain a noticeable split-off component. This does not alter the count: when the mixing is turned on gradually, the ground level keeps its degeneracy of four unless another level crosses it. The quartet is therefore a statement about symmetry, not about purity of the wave function.

**Two holes.** Label the quartet states by $m=3/2,\,1/2,\,-1/2,\,-3/2$. Two identical fermions in one shell must occupy different states, which gives $\binom42=6$ pairs:

- $(3/2,1/2)$: $M=2$
- $(3/2,-1/2)$: $M=1$
- $(3/2,-3/2)$ and $(1/2,-1/2)$: $M=0$, twice
- $(1/2,-3/2)$: $M=-1$
- $(-1/2,-3/2)$: $M=-2$

The values $2,1,0,-1,-2$ form one multiplet with $J=2$. One state with $M=0$ remains, and it has $J=0$. Hence $6=5+1$.

**The electron.** Six valleys and two spin directions give $6\times2=12$ states.

**The complex.** Each pair state can be combined with each electron state:
$$\binom42\times6\times2=6\times12=72 .$$

This is the size of the lowest manifold. It is not the degeneracy of the lowest level, because interactions divide the manifold.

### (b) The levels

The 24 operations of $T_d$ fall into the classes $E$, $8C_3$, $3C_2$, $6S_4$ and $6\sigma_d$. For half-integer spin each operation is represented up to a sign. I use the proper rotation contained in it, with angles $0,120^\circ,180^\circ,90^\circ,180^\circ$. The extra sign that an improper operation may carry for a hole cancels in a pair.

*Hole pair.* For $J=3/2$,
$$\chi(\theta)=2\cos\tfrac{3\theta}{2}+2\cos\tfrac{\theta}{2},$$
which gives $(4,-1,0,0,0)$. Squaring an operation doubles the angle, so $\chi(g^2)=(4,1,-4,0,-4)$. The pair characters are
$$\tfrac12(16-4,\;1-1,\;0+4,\;0-0,\;0+4)=(6,0,2,0,2).$$

*Valleys.* The Bloch state at each minimum is unchanged by the operations that leave its valley in place. The six states are therefore permuted without extra signs, and the character is the number of valleys left in place. The identity leaves six. $C_3$ leaves none. $C_2$ leaves the two on its axis. $S_4$ exchanges those two and leaves none. $\sigma_d$ leaves the two on the cube axis in its plane. The result is again $(6,0,2,0,2)$.

In both cases this is the sum of the characters of $A_1$, $E$ and $T_2$, of dimensions 1, 2 and 3:
$$(1,1,1,1,1)+(2,-1,2,0,0)+(3,0,-1,-1,1)=(6,0,2,0,2).$$

*Electron spin.* Here $\chi=2\cos(\theta/2)$, which gives $(2,1,0,\sqrt2,0)$.

The character of the manifold is the product of the three:
$$(36\cdot2,\;0\cdot1,\;4\cdot0,\;0\cdot\sqrt2,\;4\cdot0)=(72,0,0,0,0).$$

The multiplicity of a representation of dimension $d$ is the average over the group of the manifold's character times the conjugate character of that representation. Only the identity contributes:
$$n_d=\frac{72\,d}{24}=3d .$$

The half-integer representations of $T_d$ are $\Gamma_6$ and $\Gamma_7$, with $d=2$, and $\Gamma_8$, with $d=4$. Therefore
$$72\ \text{states}=6\,\Gamma_6+6\,\Gamma_7+12\,\Gamma_8 ,$$
which means 12 doublets and 12 quartets, 24 levels in all. The sum $12\cdot2+12\cdot4=72$ confirms the bookkeeping. The complex has an odd number of fermions, so time reversal requires even degeneracy at zero magnetic field, and these levels already have it.

A numerical test used a random Hermitian $72\times72$ matrix averaged over the 24 operations. Its eigenvalues formed 12 doublets and 12 quartets. Adding a weak Zeeman term for the hole pair and the electron spin, with the field along $(0.36,0.48,0.80)$, gave 72 distinct levels.

If electron-hole coupling and electron spin-orbit coupling are negligible, the structure is coarser. The hole-pair levels have degeneracies 1, 2, 3 and the electron levels 2, 4, 6. Their combinations give nine levels, with degeneracies 2, 4, 4, 6, 6, 8, 12, 12 and 18.

### (c) How many states are thermally available

*Hole energies.* A coupling $(D/3)\,\mathbf J_1\cdot\mathbf J_2$ produces the stated splitting. From $\mathbf J^2=\mathbf J_1^2+\mathbf J_2^2+2\mathbf J_1\cdot\mathbf J_2$ and $\mathbf J_1^2=\mathbf J_2^2=15/4$,
$$E(J)=\frac D6\left[J(J+1)-\frac{15}{2}\right],\qquad E(2)-E(0)=\frac D6\cdot6=D .$$
This model ignores the further cubic splitting of $J=2$ into a doublet and a triplet.

*Electron energies.* Each valley has four adjacent valleys and one opposite valley.

- Equal amplitudes ($A_1$): $E=-4\delta-\delta'=-0.24$ meV.
- Amplitudes $a,b,c$, equal on opposite valleys, with $a+b+c=0$ ($E$): acting on $a$, the coupling gives $-\delta'a-2\delta(b+c)=(2\delta-\delta')a$, so the energy is $0.06$ meV.
- Opposite signs on opposite valleys ($T_2$): the adjacent contributions cancel and the energy is $+\delta'=0.04$ meV.

Measured from $A_1$, the upper levels lie at 0.30 and 0.28 meV. With spin included,
$$g=g_h\left(2+4e^{-0.30/kT}+6e^{-0.28/kT}\right),$$
with $kT$ in meV and
$$g_h=\begin{cases}1+5e^{-|D|/kT}, & J=0\text{ lowest},\\ 5+e^{-|D|/kT}, & J=2\text{ lowest}.\end{cases}$$

At 4.2 K, $kT=0.362$ meV. The electron factor is $2+1.746+2.768=6.514$, and $e^{-1.00/0.362}=0.063$. Hence
$$g\approx1.316\times6.514=8.6\quad(J=0\text{ lowest}),$$
$$g\approx5.063\times6.514=33\quad(J=2\text{ lowest}).$$

As $T\to0$ these values tend to 2 and 10, the degeneracies of the lowest level in this model. When $kT$ greatly exceeds all the splittings, both tend to 72. At 20 K they are still 40 and 58. The full count is thus a high-temperature limit of the truncated model, and a real complex may dissociate before reaching it.

## Variation 1: relaxing the one-shell assumption

*Suppose the holes occupy two different quartet orbitals. Suppose instead that they share one shell in which the split-off doublet is also available. How many states are there in each case?*

In different orbitals the holes may have the same $m$, so all $4\times4=16$ pair states survive antisymmetrization. With the electron there are $16\times12=192$ states. The values $J=3$ and $J=1$, excluded in one shell, now appear.

With the split-off doublet included, one shell has six hole states and $\binom62=15$ pairs, hence $15\times12=180$ states. The additional states lie higher by the gap between the bound quartet and the lowest bound doublet. This gap is smaller than the 44 meV band-edge splitting: a six-band effective-mass estimate for a shallow acceptor gives roughly 25 to 30 meV, and it depends on the acceptor species. The Boltzmann factor at 20 K is about $8\times10^{-12}$ for 44 meV and about $5\times10^{-7}$ for 25 meV, so for a shallow acceptor these states do not contribute thermally.

## Variation 2: bound against free excitons

*Neutral acceptors have density $N_A=10^{15}$ cm$^{-3}$. The lowest bound state lies $E_b=5$ meV below the lowest free-exciton state, and the exciton mass is $M=0.6\,m_e$. Find the equilibrium ratio of bound to free exciton densities when excitons are few.*

Put one exciton in a volume $V$ with $N=N_AV$ acceptors. A neutral acceptor has 4 states, and a free exciton has $4\times12=48$ internal states, taken as degenerate. Define $\lambda^2=2\pi\hbar^2/(MkT)$, so that $\hbar^2/(2MkT)=\lambda^2/4\pi$. The sum over exciton momenta is
$$\frac{V}{(2\pi)^3}\int e^{-\lambda^2k^2/4\pi}\,d^3k=\frac{V}{(2\pi)^3}\left(\frac{4\pi^2}{\lambda^2}\right)^{3/2}=\frac{V}{\lambda^3}.$$

The statistical weights are $4^N\cdot48\,V/\lambda^3$ for a free exciton and $N\,4^{N-1}g\,e^{E_b/kT}$ for a bound one. Their ratio is
$$R=\frac{N_{BE}}{n_{FE}}=N_A\lambda^3\,\frac{g}{4\cdot48}\,e^{E_b/kT}.$$

For $g=72$ the statistical factor is $72/192=3/8=6/16$, the dimension of the antisymmetric hole-pair space divided by that of the full product space.

At 10 K, $\lambda=30.4$ nm, so $N_A\lambda^3\approx0.028$, and $e^{5/0.862}\approx330$. With $g=23.5$ ($J=0$ lowest) or $48.7$ ($J=2$ lowest), $R\approx1.1$ or $2.4$. Using 72 at this temperature would give 3.5, too large by a factor of about 3 or 1.5 respectively.

**Comparison with real silicon.** The parameters are illustrative round values, and the sign of $D$ is left open because no particular acceptor is modelled. The sign and size of $\delta$ and $\delta'$ are also a choice. The negative acceptor core repels the electron, so the intervalley elements may well be positive, which puts $A_1$ highest, and they may be much smaller than assumed here. With both signs reversed, $g$ at 4.2 K becomes 13.9 and 53, and the $T\to0$ limits become 4 and 20. With no valley-orbit coupling the electron factor is 12 and $g$ at 4.2 K is 15.8 and 61. The assumption most at risk is equilibrium, since a bound exciton has a finite lifetime $\tau$. For a capture cross-section $\sigma$ and mean thermal speed $v$, detailed balance gives the release time $t_r=R/(N_A\sigma v)$. In steady state, capture balances release plus recombination:
$$N_A\sigma v\,n_{FE}=N_{BE}\left(\frac1{t_r}+\frac1\tau\right)\quad\Rightarrow\quad \frac{N_{BE}}{n_{FE}}=\frac{R}{1+t_r/\tau}.$$
Take an assumed capture radius of 5 nm and a rough lifetime of 1 µs. At 10 K, $t_r$ is about 1 ns and equilibrium holds well. At 4.2 K, $t_r$ is 3.6 µs or 14 µs, so the equilibrium ratios of $4.6\times10^3$ and $1.8\times10^4$ are too large by factors of about 5 and 15. A shorter lifetime, as Auger recombination can cause at deeper acceptors, moves this failure to higher temperature.

Other neglected effects can be estimated at 10 K, where the departure from equilibrium is only about 0.1% for $\tau=1$ µs (it scales as $1/\tau$, about 1% for 0.1 µs). If mass anisotropy raises half of the free-exciton states by a rough 0.3 meV, $R$ increases by a factor $1/0.853\approx1.17$. Each single excited bound state near the dissociation edge adds about 0.003 to $g$, so a level of 72 such states would add about 0.2. A residual strain of $10^{-5}$ shifts valleys by about 0.09 meV, which is not negligible beside the 0.3 meV valley-orbit splitting. Even so, shifting one pair of opposite valleys by this amount changes $g$ by only about 1% between 2 and 10 K in this model, and it leaves the count of 72 intact. This insensitivity needs a valley-orbit splitting larger than the shift. With no valley-orbit coupling, lowering one pair by 0.09 meV reduces the electron factor at 2 K from 12 to $4+8e^{-0.09/kT}\approx8.7$. Strain also acts on the holes, which this estimate leaves out. The remaining values are in the numerical output.

## Numbers as computed

```
Band-top and split-off hole degeneracies: [4, 2]
Hole-pair states in one quartet shell: 6
Hole-pair J(J+1) values: [0, 6, 6, 6, 6, 6]
Pair states with holes in different orbitals: 16
Valley degeneracies (sorted): [1, 2, 3]
Bound-exciton states in all: 72
States if the split-off doublet is opened: 180
Multiplicities of Gamma6, Gamma7, Gamma8: [6, 6, 12]
Doublets, quartets: 12 12
Degeneracies without electron-hole coupling: [2, 4, 4, 6, 6, 8, 12, 12, 18]
Distinct levels in a general magnetic field: 72
Split-off weight in random-mixing test: 6.85e-04
Input hole-pair splitting: 1.00 meV, either sign
Input delta, delta_opp: 0.05, 0.04 meV
Valley-orbit A1, E, T2: -0.24, 0.06, 0.04 meV
Input Eb: 5.0 meV; exciton mass: 0.6 m_e
Input acceptor density: 1.0e+15 cm^-3
T = 2.0 K: kT = 0.172 meV; g (J=0 lowest) = 3.94; g (J=2 lowest) = 19.43
T = 4.2 K: kT = 0.362 meV; g (J=0 lowest) = 8.57; g (J=2 lowest) = 32.98
T = 10.0 K: kT = 0.862 meV; g (J=0 lowest) = 23.51; g (J=2 lowest) = 48.67
T = 20.0 K: kT = 1.723 meV; g (J=0 lowest) = 39.74; g (J=2 lowest) = 58.16
Pauli factor 72/(4*48): 0.375
T = 4.2 K: thermal wavelength = 47.0 nm
  bound/free, J=0 lowest: 4.62e+03; J=2 lowest: 1.78e+04; with g=72: 3.88e+04
  release time, J=0 lowest: 3.58e+03 ns; J=2 lowest: 1.38e+04 ns
  weight per state at dissociation edge: 1.00e-06
  free-exciton factor, half raised by 0.3 meV: 0.718
  acceptor occupation, J=2 lowest: 1.78e-02
T = 10.0 K: thermal wavelength = 30.4 nm
  bound/free, J=0 lowest: 1.14; J=2 lowest: 2.36; with g=72: 3.5
  release time, J=0 lowest: 0.573 ns; J=2 lowest: 1.19 ns
  weight per state at dissociation edge: 3.02e-03
  free-exciton factor, half raised by 0.3 meV: 0.853
  acceptor occupation, J=2 lowest: 2.36e-06
T = 20.0 K: thermal wavelength = 21.5 nm
  bound/free, J=0 lowest: 0.0375; J=2 lowest: 0.0549; with g=72: 0.068
  release time, J=0 lowest: 0.0133 ns; J=2 lowest: 0.0195 ns
  weight per state at dissociation edge: 5.50e-02
  free-exciton factor, half raised by 0.3 meV: 0.920
  acceptor occupation, J=2 lowest: 5.49e-08
Rough bound-exciton lifetime: 1000 ns
Assumed free-exciton density: 1.0e+09 cm^-3
Assumed capture radius: 5.0 nm
Split-off weight at 20 K (44 meV): 8.2e-12
Valley shift, 9 eV times strain 1e-5: 0.09 meV
Mean acceptor spacing: 55.4 nm; overlap factor exp(-R/a): 1.5e-05
```
